# Does negative magnetoresistance in an oxide film prove magnetic-impurity scattering?: verification in Python

```python
"""
Result under test: a nonmagnetic disordered film with weak spin-orbit
scattering has negative magnetoresistance in a perpendicular field B:
    G(B) - G(0) = G0 * f(Bphi/B),   f(b) = digamma(1/2 + b) - log(b),
    G0 = e^2/(2 pi^2 hbar),         Bphi = hbar/(4 e Lphi^2).
Lphi: phase-coherence length; D: diffusion constant; tau: scattering time;
G: sheet conductance. Magnetic and spin-orbit scattering lengths are
Ls = sqrt(D tau_s), Lso = sqrt(D tau_so).
The microscopic strip uses lattice spacing = hopping energy = hbar = 1 and
gives conductance in e^2/h, including both spin directions.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)


def f(b):
    return digamma(0.5 + b) - np.log(b)


# ---- Green-function integral and one step of the reversed-pair ladder ----
green_fourth = quad(lambda xi: 1 / (xi**2 + 0.25)**2, -np.inf, np.inf)[0]
assert abs(green_fourth - 4 * np.pi) < 1e-6


def pair_step(ql):
    """Energy and angle average of G_R G_A in three dimensions, tau=hbar=1."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    total = 0.0
    for cosine, weight in zip(nodes, weights):
        shift = ql * cosine

        def integrand(xi):
            retarded = 1 / (-xi + 0.5j)
            advanced = 1 / (-(xi + shift) - 0.5j)
            return (retarded * advanced).real
        total += weight * quad(integrand, -np.inf, np.inf)[0] / (4 * np.pi)
    return total


for ql in (0.1, 0.7):
    assert abs(pair_step(ql) - np.arctan(ql) / ql) < 1e-6
diffusion_coefficient = (1 - pair_step(0.1)) / 0.1**2
assert abs(diffusion_coefficient - 1 / 3) < 0.004  # next term is of order ql^2


# ---- Mean interference phase of all closed lattice walks ----
def closed_walk_sum(steps, pair_flux_angle):
    radius = steps // 2 + 1
    coordinate = np.arange(-radius, radius + 1)
    phase = np.exp(1j * pair_flux_angle * coordinate)[None, :]
    amplitude = np.zeros((len(coordinate), len(coordinate)), complex)
    amplitude[radius, radius] = 1
    for _ in range(steps):
        new = np.zeros_like(amplitude)
        new[1:] += amplitude[:-1] * phase
        new[:-1] += amplitude[1:] * phase.conj()
        new[:, 1:] += amplitude[:, :-1]
        new[:, :-1] += amplitude[:, 1:]
        amplitude = new / 4
    return amplitude[radius, radius].real


walk_steps = 200
walk_x = 2.0
walk_average = (closed_walk_sum(walk_steps, 4 * walk_x / walk_steps)
                / closed_walk_sum(walk_steps, 0.0))
area_formula = walk_x / np.sinh(walk_x)
assert abs(walk_average - area_formula) < 0.015  # finite number of steps


# ---- Time integral against the closed magnetoconductance formula ----
def time_integral(b):
    def integrand(t):
        x = t / (2 * b)
        if x < 1e-4:
            loss = x**2 / 6
        elif x > 500:
            loss = 1.0
        else:
            loss = 1 - x / np.sinh(x)
        return np.exp(-t) * loss / t
    return (quad(integrand, 0, 1, epsabs=1e-10, limit=200)[0]
            + quad(integrand, 1, 60, epsabs=1e-10, limit=200)[0])


for b in (0.05, 0.3, 2.0):
    assert abs(time_integral(b) - f(b)) < 1e-6
assert abs(f(20.0) * 24 * 20.0**2 - 1) < 0.01
assert abs(f(0.001) - (np.log(1000) + digamma(0.5))) < 0.006


# ---- Spin factor from explicit enumeration of three-scatterer paths ----
directions = np.vstack((np.eye(3), -np.eye(3)))
spin_strength = 0.6
spin_fraction = spin_strength**2 / (1 + spin_strength**2)


def enumerated_spin_factor(coefficient):
    vertices = [np.eye(2) + coefficient * np.einsum('a,aij->ij', n, PAULI)
                for n in directions]
    values = []
    for a, b, c in itertools.product(vertices, repeat=3):
        path = c @ b @ a
        values.append(0.5 * np.trace(path @ path).real)
    return np.mean(values) / (1 + abs(coefficient)**2)**3


magnetic_factor = enumerated_spin_factor(spin_strength)
orbit_factor = enumerated_spin_factor(1j * spin_strength)
assert abs(magnetic_factor - 0.5 * (3 * (1 - 2 * spin_fraction / 3)**3
                                  - (1 - 2 * spin_fraction)**3)) < 1e-12
assert abs(orbit_factor
           - 0.5 * (3 * (1 - 4 * spin_fraction / 3)**3 - 1)) < 1e-12


def spin_orbit_response(b, ratio):
    return 1.5 * f(b * (1 + 4 * ratio / 3)) - 0.5 * f(b)


critical_ratio = brentq(lambda r: spin_orbit_response(50.0, r), 0.1, 2.0)
assert abs(critical_ratio - 3 * (np.sqrt(3) - 1) / 4) < 0.002

# ---- Microscopic conductance of a disordered strip ----
WIDTH, LENGTH, ENERGY = 12, 40, -1.0
DISORDER_VARIANCE = 2.6**2 / 12
FLUX_ANGLE = 0.05  # e * flux / hbar through one lattice cell


def random_spin_matrices(rng, count):
    vectors = rng.normal(size=(count, 3))
    vectors /= np.linalg.norm(vectors, axis=1)[:, None]
    return np.einsum('sa,aij->sij', vectors, PAULI)


def strip_conductance(kind, count, flux_angle, seed):
    """Landauer conductance by joining transverse slices to clean leads."""
    rng = np.random.default_rng(seed)
    spin = 2 if kind in ('magnetic', 'spin-orbit') else 1
    identity = np.eye(spin, dtype=complex)
    size = WIDTH * spin
    index = np.arange(1, WIDTH + 1)
    modes = (np.sqrt(2 / (WIDTH + 1))
             * np.sin(np.pi * np.outer(index, index) / (WIDTH + 1)))
    longitudinal = ENERGY + 2 * np.cos(np.pi * index / (WIDTH + 1))
    root = np.sqrt((4 - longitudinal**2).astype(complex))
    lead = np.kron((modes * ((longitudinal - 1j * root) / 2)) @ modes.T,
                   identity)
    gamma = 1j * (lead - lead.conj().T)
    angle = np.arcsin(np.sqrt(DISORDER_VARIANCE / 4))

    def site_term():
        if kind == 'scalar':
            half = np.sqrt(3 * DISORDER_VARIANCE)
            return rng.uniform(-half, half, count)[:, None, None] * identity
        if kind == 'magnetic':
            return (np.sqrt(DISORDER_VARIANCE)
                    * random_spin_matrices(rng, count))
        return np.zeros((count, spin, spin), complex)

    def bond_term():
        if kind == 'spin-orbit':
            return -(np.cos(angle) * identity
                     + 1j * np.sin(angle) * random_spin_matrices(rng, count))
        return np.broadcast_to(-identity, (count, spin, spin))

    green = propagator = None
    for column in range(LENGTH):
        shape = (count, WIDTH, spin, WIDTH, spin)
        hamiltonian = np.zeros(shape, complex)
        for row in range(WIDTH):
            hamiltonian[:, row, :, row, :] = site_term()
            if row + 1 < WIDTH:
                bond = bond_term()
                hamiltonian[:, row + 1, :, row, :] = bond
                hamiltonian[:, row, :, row + 1, :] = (
                    bond.conj().transpose(0, 2, 1))
        hamiltonian = hamiltonian.reshape(count, size, size)
        if column == 0:
            self_energy = lead
        else:
            hop = np.zeros(shape, complex)
            for row in range(WIDTH):
                phase = np.exp(1j * flux_angle * (row - (WIDTH - 1) / 2))
                hop[:, row, :, row, :] = bond_term() * phase
            hop = hop.reshape(count, size, size)
            self_energy = hop @ green @ hop.conj().transpose(0, 2, 1)
        if column == LENGTH - 1:
            self_energy = self_energy + lead
        green = np.linalg.inv(ENERGY * np.eye(size)
                              - hamiltonian - self_energy)
        propagator = green if column == 0 else green @ (hop @ propagator)
    transmission = np.sum((gamma @ propagator @ gamma)
                          * propagator.conj(), axis=(1, 2)).real
    return transmission * (2 if spin == 1 else 1)


clean = strip_conductance('clean', 1, 0.0, 1)[0]
mode_index = np.arange(1, WIDTH + 1)
open_modes = np.sum(abs(ENERGY + 2 * np.cos(
    np.pi * mode_index / (WIDTH + 1))) < 2)
assert abs(clean - 2 * open_modes) < 1e-7

strip_results = {}
for kind, count, seed in (('scalar', 800, 11), ('magnetic', 300, 12),
                          ('spin-orbit', 400, 13)):
    zero = strip_conductance(kind, count, 0.0, seed)
    field = strip_conductance(kind, count, FLUX_ANGLE, seed)
    change = field - zero
    strip_results[kind] = (zero.mean(), change.mean(),
                           change.std(ddof=1) / np.sqrt(count))

# Diffusive prediction for the scalar strip, cut off at one scattering time.
momentum = 2 * np.pi * (np.arange(400) + 0.5) / 400
kx, ky = np.meshgrid(momentum, momentum, indexing='ij')
band = -2 * np.cos(kx) - 2 * np.cos(ky)
shell = (np.exp(-0.5 * ((band - ENERGY) / 0.05)**2)
         / (0.05 * np.sqrt(2 * np.pi)))
lattice_tau = 1 / (2 * np.pi * shell.mean() * DISORDER_VARIANCE)
velocity_square = np.sum(shell * 4 * np.sin(kx)**2) / shell.sum()
cutoff = 1 / (velocity_square * lattice_tau**2)


def strip_pair_correction(flux_angle):
    along = np.diag(np.ones(LENGTH - 1), 1)
    transverse = np.diag(np.r_[1, 2 * np.ones(WIDTH - 2), 1])
    transverse -= (np.diag(np.ones(WIDTH - 1), 1)
                   + np.diag(np.ones(WIDTH - 1), -1))
    phases = np.diag(np.exp(2j * flux_angle
                            * (np.arange(WIDTH) - (WIDTH - 1) / 2)))
    forward = np.kron(along, phases)
    operator = (2 * np.eye(LENGTH * WIDTH)
                + np.kron(np.eye(LENGTH), transverse)
                - forward - forward.conj().T)
    values = np.linalg.eigvalsh(operator)
    return -4 * np.sum(1 / values - 1 / (values + cutoff)) / (LENGTH + 1)**2


strip_prediction = (strip_pair_correction(FLUX_ANGLE)
                    - strip_pair_correction(0.0))
scalar_change, scalar_error = strip_results['scalar'][1:]
assert scalar_change > 5 * scalar_error
# Contacts and the few-mean-free-path length limit this comparison.
assert abs(scalar_change - strip_prediction) < 0.20
assert abs(strip_results['magnetic'][1]) < 0.5 * scalar_change
assert strip_results['spin-orbit'][1] < -3 * strip_results['spin-orbit'][2]

# ---- Film example, SI units internally ----
e, hbar, kB = const.e, const.hbar, const.k
thickness, density, mobility = 20e-9, 3e26, 40e-4
mass_ratio, coherence, temperature = 0.3, 100e-9, 4.0
mass = mass_ratio * const.m_e
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
fermi_energy = (hbar * k_fermi)**2 / (2 * mass)
tau = mobility * mass / e
velocity = hbar * k_fermi / mass
free_path = velocity * tau
diffusion = velocity * free_path / 3
tau_phi = coherence**2 / diffusion
sheet_conductance = density * e * mobility * thickness
G0 = e**2 / (2 * np.pi**2 * hbar)
B_phi = hbar / (4 * e * coherence**2)
fields = np.array([0.01, 0.05, 0.10, 0.50])
delta_G = G0 * f(B_phi / fields)
relative_R = -delta_G / (sheet_conductance + delta_G)
assert np.all(relative_R < 0)

B_test = 0.10
b_test = B_phi / B_test
spin_length = 100e-9
magnetic_ratio = (coherence / spin_length)**2
magnetic_G = G0 * (1.5 * f(b_test * (1 + 2 * magnetic_ratio / 3))
                   - 0.5 * f(b_test * (1 + 2 * magnetic_ratio)))
orbit_length = 50e-9
orbit_ratio = (coherence / orbit_length)**2
orbit_G = G0 * spin_orbit_response(b_test, orbit_ratio)
assert 0 < magnetic_G < G0 * f(b_test)
assert orbit_G < 0

# Parallel field: diagonalize the pair operator across the film.
points = 400
step = thickness / points
height = (np.arange(points) + 0.5) * step - thickness / 2
laplacian = np.diag(np.r_[1, 2 * np.ones(points - 2), 1]) / step**2
laplacian -= (np.diag(np.ones(points - 1), 1)
              + np.diag(np.ones(points - 1), -1)) / step**2
parallel_numeric = np.linalg.eigvalsh(
    laplacian + np.diag((2 * e * B_test * height / hbar)**2))[0]
parallel_formula = (e * B_test * thickness / hbar)**2 / 3
assert abs(parallel_numeric / parallel_formula - 1) < 0.01
parallel_G = G0 * np.log(1 + coherence**2 * parallel_formula)

# Sizes of neglected effects at the largest field in the example.
B_max = fields[-1]
mode_number = np.arange(1, 101)
higher_modes = np.sum(f(B_phi / B_max * (
    1 + (np.pi * mode_number * coherence / thickness)**2)))
higher_fraction = higher_modes / f(B_phi / B_max)
classical_scale = (mobility * B_max)**2
ballistic_field = hbar / (4 * e * free_path**2)
transverse_q = np.pi * np.arange(0, 101) / thickness
active_q = transverse_q[transverse_q < 1 / free_path]
zero_correction = G0 * np.sum(np.log(
    (free_path**-2 + coherence**-2) / (active_q**2 + coherence**-2)))
zeeman_ratio = (2 * const.physical_constants['Bohr magneton'][0]
                * B_max / (kB * temperature))
interaction_scale = 0.5 * zeeman_ratio**2 / f(B_phi / B_max)
assert higher_fraction < 0.05
assert classical_scale < 0.05 * abs(relative_R[-1])
assert zero_correction / sheet_conductance < 0.10
assert B_max < 0.2 * ballistic_field

print(f"Integral of |G|^4, tau=hbar=1: {green_fourth:.6f}")
print(f"Pair-step coefficient of (ql)^2: {diffusion_coefficient:.4f}")
print(f"Loop phase average, {walk_steps} steps, x={walk_x:.1f}: "
      f"{walk_average:.4f}")
print(f"Loop phase average, x/sinh(x): {area_formula:.4f}")
print(f"f(0.3), time integral / formula: {time_integral(0.3):.6f} / "
      f"{f(0.3):.6f}")
print(f"Spin-scattering fraction in path test: {spin_fraction:.4f}")
print(f"Three-event spin factor, magnetic: {magnetic_factor:.4f}")
print(f"Three-event spin factor, spin-orbit: {orbit_factor:.4f}")
print(f"Critical Bso/Bphi at low field: {critical_ratio:.4f}")
print(f"Critical Lso/Lphi at low field: {critical_ratio**-0.5:.4f}")
print(f"Strip width, length: {WIDTH}, {LENGTH} sites")
print(f"Strip flux angle e*flux/hbar per cell: {FLUX_ANGLE:.3f} rad")
for kind, (zero, change, error) in strip_results.items():
    print(f"Strip {kind}: G(0)={zero:.3f}, change={change:+.3f} "
          f"+/- {error:.3f} e^2/h")
print(f"Strip scalar diffusive prediction: {strip_prediction:+.3f} e^2/h")
print(f"Film thickness: {thickness*1e9:.1f} nm")
print(f"Electron density: {density/1e6:.2e} cm^-3")
print(f"Mobility: {mobility*1e4:.1f} cm^2/Vs")
print(f"Effective mass / electron mass: {mass_ratio:.2f}")
print(f"Temperature: {temperature:.1f} K")
print(f"Coherence length: {coherence*1e9:.1f} nm")
print(f"Fermi wave number: {k_fermi/1e9:.3f} nm^-1")
print(f"Fermi energy: {fermi_energy/e:.3f} eV")
print(f"Scattering time: {tau*1e15:.2f} fs")
print(f"Mean free path: {free_path*1e9:.2f} nm")
print(f"k_F times mean free path: {k_fermi*free_path:.2f}")
print(f"Diffusion constant: {diffusion*1e4:.2f} cm^2/s")
print(f"Phase-coherence time: {tau_phi*1e12:.2f} ps")
print(f"Sheet resistance: {1/sheet_conductance:.1f} ohm per square")
print(f"G0: {G0*1e6:.3f} microsiemens")
print(f"Bphi: {B_phi*1e3:.2f} mT")
for B, change, relative in zip(fields, delta_G, relative_R):
    print(f"B={B:.2f} T: delta G={change*1e6:.3f} microsiemens, "
          f"delta R/R={relative*100:.4f} %")
print(f"Added magnetic scattering length: {spin_length*1e9:.1f} nm")
print(f"Delta G at 0.10 T with moments: {magnetic_G*1e6:.3f} microsiemens")
print(f"Strong spin-orbit length: {orbit_length*1e9:.1f} nm")
print(f"Delta G at 0.10 T, strong spin-orbit: {orbit_G*1e6:.3f} "
      "microsiemens")
print(f"Delta G at 0.10 T, parallel field: {parallel_G*1e6:.3f} "
      "microsiemens")
print(f"Perpendicular/parallel ratio at 0.10 T: "
      f"{delta_G[2]/parallel_G:.2f}")
print(f"Higher-mode contribution at 0.50 T: {higher_fraction*100:.3f} % "
      "of main effect")
print(f"Classical (mobility*B)^2 at 0.50 T: {classical_scale:.2e}")
print(f"Ballistic field limit: {ballistic_field:.2f} T")
print(f"Zero-field interference estimate: "
      f"{zero_correction/sheet_conductance*100:.2f} % of G")
print(f"Thermal energy / Fermi energy: "
      f"{kB*temperature/fermi_energy:.2e}")
print(f"Zeeman / thermal energy at 0.50 T, g=2: {zeeman_ratio:.3f}")
print(f"Interaction scale / main effect at 0.50 T: "
      f"{interaction_scale*100:.2f} %")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Integral of |G|^4, tau=hbar=1: 12.566371
Pair-step coefficient of (ql)^2: 0.3313
Loop phase average, 200 steps, x=2.0: 0.5524
Loop phase average, x/sinh(x): 0.5514
f(0.3), time integral / formula: 0.238964 / 0.238964
Spin-scattering fraction in path test: 0.2647
Three-event spin factor, magnetic: 0.7857
Three-event spin factor, spin-orbit: -0.0936
Critical Bso/Bphi at low field: 0.5491
Critical Lso/Lphi at low field: 1.3495
Strip width, length: 12, 40 sites
Strip flux angle e*flux/hbar per cell: 0.050 rad
Strip scalar: G(0)=1.778, change=+0.227 +/- 0.026 e^2/h
Strip magnetic: G(0)=2.233, change=+0.018 +/- 0.019 e^2/h
Strip spin-orbit: G(0)=3.642, change=-0.155 +/- 0.020 e^2/h
Strip scalar diffusive prediction: +0.418 e^2/h
Film thickness: 20.0 nm
Electron density: 3.00e+20 cm^-3
Mobility: 40.0 cm^2/Vs
Effective mass / electron mass: 0.30
Temperature: 4.0 K
Coherence length: 100.0 nm
Fermi wave number: 2.071 nm^-1
Fermi energy: 0.545 eV
Scattering time: 6.82 fs
Mean free path: 5.45 nm
k_F times mean free path: 11.29
Diffusion constant: 14.53 cm^2/s
Phase-coherence time: 6.88 ps
Sheet resistance: 260.1 ohm per square
G0: 12.331 microsiemens
Bphi: 16.46 mT
B=0.01 T: delta G=0.179 microsiemens, delta R/R=-0.0047 %
B=0.05 T: delta G=2.608 microsiemens, delta R/R=-0.0678 %
B=0.10 T: delta G=5.917 microsiemens, delta R/R=-0.1536 %
B=0.50 T: delta G=19.783 microsiemens, delta R/R=-0.5119 %
Added magnetic scattering length: 100.0 nm
Delta G at 0.10 T with moments: 4.228 microsiemens
Strong spin-orbit length: 50.0 nm
Delta G at 0.10 T, strong spin-orbit: -2.332 microsiemens
Delta G at 0.10 T, parallel field: 0.374 microsiemens
Perpendicular/parallel ratio at 0.10 T: 15.83
Higher-mode contribution at 0.50 T: 0.042 % of main effect
Classical (mobility*B)^2 at 0.50 T: 4.00e-06
Ballistic field limit: 5.53 T
Zero-field interference estimate: 1.97 % of G
Thermal energy / Fermi energy: 6.33e-04
Zeeman / thermal energy at 0.50 T, g=2: 0.168
Interaction scale / main effect at 0.50 T: 0.88 %
ALL CHECKS PASSED
```
